# Henderson Liquid-Junction Potential for Linearly Mixed Process Electrolytes

## 1. What dimensions and symmetry allow

Two neutral electrolytes, L on the left and R on the right, meet in a layer of thickness $L_x$. Ion $i$ has signed charge number $z_i$, concentration $c_i$ and electrical mobility $u_i>0$, its speed per unit field. We seek $E=\phi_R-\phi_L$, the potential difference at zero net current.

For ideal solutions the only voltage available is $RT/F$, where $R$ is the gas constant, $T$ the temperature and $F$ the Faraday constant. If the composition profile is prescribed, no other length or time can combine with $L_x$. Hence

$$E=\frac{RT}{F}\,f(\text{charge numbers, mobility ratios, concentration ratios}),$$

and the thickness drops out. Two symmetries restrict $f$. Exchanging the solutions must reverse $E$. Reversing the sign of every charge, at fixed $u_i$ and $c_i$, must also reverse $E$. This suggests one sum that is odd and one that is even under charge reversal:

$$A=\sum_i \operatorname{sgn}(z_i)\,u_ic_i,\qquad S=\sum_i |z_i|\,u_ic_i .$$

$FS$ will turn out to be the conductivity. With $\Delta$ meaning the value in R minus that in L, the result to be derived is

$$\boxed{E=-\frac{RT}{F}\,\frac{\Delta A}{\Delta S}\,\ln\frac{S_R}{S_L}}$$

The ratio is odd under charge reversal and even under exchange; the logarithm is even under charge reversal and odd under exchange. Symmetry permits this form, but transport must supply it.

## 2. Ion fluxes

The electrochemical potential of an ideal ion is

$$\tilde\mu_i=\mu_i^\circ+RT\ln(c_i/c^\circ)+z_iF\phi .$$

Its negative gradient is the force per mole. A pure field gives the force $-z_iF\phi'$ and, by definition of mobility, the velocity $-\operatorname{sgn}(z_i)u_i\phi'$. Velocity per unit molar force is therefore $u_i/(|z_i|F)$. Multiplying the velocity by $c_i$, and using $c_i(\ln c_i)'=c_i'$, we obtain

$$J_i=-D_i\left(c_i'+\frac{z_iF}{RT}c_i\phi'\right)+vc_i,\qquad D_i=\frac{u_iRT}{|z_i|F}.$$

Here $v$ is the liquid velocity. We assume uniform temperature, constant mobilities and no coupling between different ion fluxes.

The Henderson assumption is that all ions share one mixing fraction $s$, which is 0 in L and 1 in R:

$$c_i=c_i^L+s\,\Delta c_i .$$

Since both bulks are neutral,

$$\sum_i z_ic_i=(1-s)\sum_i z_ic_i^L+s\sum_i z_ic_i^R=0 .$$

The convective current $Fv\sum_i z_ic_i$ therefore vanishes. Convection may alter the profile $s(x)$, and with it the local field $\phi'$, but it does not alter $d\phi/ds$, the change of potential with composition. The total $E$ along the straight mixing path is therefore unaffected.

## 3. The zero-current field

Zero net current means $\sum_i z_iJ_i=0$; it does not mean that each $J_i$ vanishes. Inserting the fluxes,

$$\sum_i z_iD_ic_i'+\frac{F}{RT}\phi'\sum_i z_i^2D_ic_i=0 .$$

The definition of $D_i$ gives

$$z_iD_i=\frac{RT}{F}\operatorname{sgn}(z_i)u_i,\qquad z_i^2D_i=\frac{RT}{F}|z_i|u_i .$$

The common factor $RT/F$ cancels between the two sums, leaving

$$\phi'=-\frac{RT}{F}\,\frac{\sum_i\operatorname{sgn}(z_i)u_ic_i'}{\sum_i|z_i|u_ic_i}=-\frac{RT}{F}\frac{A'}{S}.\tag{1}$$

The numerator is the charge separation that diffusion alone would drive. The denominator is the ability of the solution to carry the opposing drift current. If fast cations diffuse out of R, they leave R negative, and the resulting field pulls them back.

## 4. Integration through the mixed region

$A$ and $S$ are linear in the concentrations, so on the mixing line

$$A=A_L+s\Delta A,\qquad S=S_L+s\Delta S .$$

Thus $A'=\Delta A\,s'$, and dividing (1) by $s'$ gives

$$\frac{d\phi}{ds}=-\frac{RT}{F}\frac{\Delta A}{S_L+s\Delta S}.$$

Position has disappeared. The fraction $s$ need not be linear in $x$, nor even monotonic, because a section traversed forwards and then backwards contributes nothing. Both $S_L$ and $S_R$ are positive, so the denominator never vanishes. The integral is

$$\int_0^1\frac{ds}{S_L+s\Delta S}=\frac{1}{\Delta S}\Big[\ln(S_L+s\Delta S)\Big]_0^1=\frac{\ln(S_R/S_L)}{\Delta S},$$

which gives the boxed formula. The integral is positive, so the sign of $E$ is opposite to that of $\Delta A$.

**Equal conductivities.** Put $x=\Delta S/S_L$. Since $\ln(1+x)/x\to1$ as $x\to0$,

$$E\to-\frac{RT}{F}\frac{\Delta A}{S_L}.$$

The apparent division by zero is removable. Equal conductivities do not imply zero potential.

**A concentrated bridge.** If $S_R\gg S_L$, then $|A_L|\le S_L$ implies $\Delta A/\Delta S=A_R/S_R+O(S_L/S_R)$. For potassium chloride, with rough mobilities $7.6\times10^{-4}$ and $7.9\times10^{-4}$ cm²/(V s), $A_R/S_R=-0.03/1.55=-0.019$. This term dominates when $S_L/S_R$ is well below 0.02. At $S_R/S_L=1000$ and 298.15 K it gives about $+3.4$ mV. Nearly equal mobilities reduce the junction potential but do not remove it.

## 5. The potential depends on the composition path

Equation (1) can be written $d\phi=-(RT/F)\,dA/S$. In the plane of $S$ and $A$ this is not an exact differential: its coefficient of $dA$ depends on $S$, while its coefficient of $dS$ is zero. Different mixing paths between the same bulks can therefore give different potentials. Henderson's straight path is a model assumption, not a general solution of the diffusion equations.

In some junctions the path is fixed, either by neutrality alone or by neutrality together with a steady state. For one salt with $\nu_+$ cations and $\nu_-$ anions per formula unit, neutrality requires $\nu_+z_+=\nu_-|z_-|=q$. At salt concentration $c$,

$$A=c(\nu_+u_+-\nu_-u_-),\qquad S=cq(u_++u_-).$$

Both are proportional to $c$. With $t_\pm=u_\pm/(u_++u_-)$ and $\nu_\pm/q=1/|z_\pm|$,

$$E=-\frac{RT}{F}\left(\frac{t_+}{z_+}-\frac{t_-}{|z_-|}\right)\ln\frac{c_R}{c_L}.$$

Take a fully dissociated salt of H⁺ and SO₄²⁻, 0.02 M in L and 0.10 M in R, with mobilities $3.6\times10^{-3}$ and $8.0\times10^{-4}$ cm²/(V s). Then $t_+=0.818$, the bracket is $0.818-0.182/2=0.727$, and $E=-25.693\times0.727\times\ln5=-30.07$ mV.

A second case is 0.1 M HCl against 0.1 M KCl. In a steady state without convection each $J_i$ is constant. Dividing the flux equations by $D_i$ and summing gives

$$\sum_i c_i'=-\sum_i\frac{J_i}{D_i}-\frac{F\phi'}{RT}\sum_i z_ic_i=\text{constant}.$$

The total ion concentration is linear in $x$ and equal at both ends, so it is uniform. Neutrality then fixes chloride at 0.1 M, and H⁺ plus K⁺ also total 0.1 M. One variable remains, hence one path in the steady state. While the layer is still relaxing, the total need not be uniform and the potential can differ slightly. Here $\Delta A=\Delta S$, so

$$E=-25.693\ln\frac{0.76+0.79}{3.60+0.79}=+26.75\ \text{mV}.$$

For both cases a separate steady-state calculation, with the field obtained from electroneutrality, was tested and agreed within 0.001 mV.

## 6. Example: a copper rinse against an acid dip

A porous separator 1 mm thick stands between a copper-plating drag-out rinse (L: 0.050 M CuSO₄, 0.010 M H₂SO₄) and a dilute acid dip (R: 0.100 M H₂SO₄), at 298.15 K. The formula needs the free ions in each bulk, so bisulfate and the neutral CuSO₄ pair must be found first. With activities $a_i=\gamma_ic_i$ in M, the equilibria are

$$\frac{a_{\rm H}a_{\rm SO_4}}{a_{\rm HSO_4}}=0.010\ \text{M},\qquad \frac{c_{\rm pair}}{a_{\rm Cu}a_{\rm SO_4}}=200\ \text{M}^{-1}.$$

Both constants are rough typical values. The activity coefficient of the neutral pair is taken as 1; those of the ions follow the Davies equation,

$$\log_{10}\gamma_i=-0.51z_i^2\left(\frac{\sqrt I}{1+\sqrt I}-0.3I\right),\qquad I=\tfrac12\sum_i z_i^2c_i,$$

with $I$ in M. Solving these together with the balances of copper, sulfate and acid hydrogen gives the following concentrations. The mobilities are rough values for dilute water solutions.

| Ion | $u$, $10^{-4}$ cm²/(V s) | L, M | R, M |
|---|---:|---:|---:|
| H⁺ | 36 | 0.00992 | 0.11975 |
| Cu²⁺ | 5.5 | 0.02928 | 0 |
| HSO₄⁻ | 5.0 | 0.01008 | 0.08025 |
| SO₄²⁻ | 8.0 | 0.02920 | 0.01975 |

In L, 0.02072 M of the copper is in the neutral pair, which carries no current. The balances close: for example, $0.02928+0.02072=0.05000$ M copper.

In units of $10^{-5}$ M cm²/(V s), the ions in table order give, with sums taken before rounding,

$$A_L=3.57+1.61-0.50-2.34=2.34,$$
$$S_L=3.57+3.22+0.50+4.67=11.97,$$
$$A_R=43.11-4.01-1.58=37.52,$$
$$S_R=43.11+4.01+3.16=50.28 .$$

Therefore $\Delta A/\Delta S=0.9181$, $\ln(S_R/S_L)=1.4355$, and

$$E=-25.693\times0.9181\times1.4355=-33.86\ \text{mV}.$$

The acid dip is negative relative to the rinse. Protons supply 39.54 of the total $\Delta A=35.18$ in the same units; the other ions together subtract 4.36. The field opposes proton diffusion from R to L.

Integrating the field found directly from zero net charge flux also gives $-33.86$ mV, both for $s=X$ and for the non-monotonic profile $s=X+0.3\sin(2\pi X)$, where $X=x/L_x$. A detour through the mixture $c_i^L+c_i^R$ instead gives $-30.54$ mV. Its two straight legs contribute $-31.61$ and $+1.07$ mV. The bulks are unchanged, so the 3.3 mV difference comes from the path alone.

The equal-conductivity case can be made by diluting the free ions of R by the factor $S_L/S_R=0.238$, with their proportions held fixed. Then $A_R$ becomes 8.93 in the units above and $E=-25.693(8.93-2.34)/11.97=-14.1$ mV. The potential survives although the logarithm in the boxed formula has vanished.

If full dissociation is assumed instead, the result for the original bulks is $-31.59$ mV. Speciation thus changes the potential by 2.3 mV here. In the units above, association lowers $S_L$ from 22.3 to 11.97 and $S_R$ from 88.0 to 50.28. These reductions are by similar factors, so the logarithm changes little, from 1.373 to 1.436. The ratio $\Delta A/\Delta S$ rises from 0.896 to 0.918. In relative terms the logarithm changes more, so it supplies the larger part of the 2.3 mV.

## 7. Activity gradients and complexation inside the layer

In a non-ideal solution the gradient of $RT\ln(\gamma_ic_i)$ replaces that of $RT\ln c_i$. Hence $dc_i$ becomes $dc_i+c_i\,d\ln\gamma_i$:

$$d\phi=-\frac{RT}{F}\frac{\sum_i\operatorname{sgn}(z_i)u_i(dc_i+c_i\,d\ln\gamma_i)}{S}.$$

Single-ion activity coefficients contain a convention. Replace $\ln\gamma_i$ by $\ln\gamma_i+z_i\theta$, where $\theta$ depends on composition. Neutral salt combinations are unchanged because their charges sum to zero. The extra numerator is $\sum_i|z_i|u_ic_i\,d\theta=S\,d\theta$, so $E$ shifts by $-(RT/F)\Delta\theta$. An electrode reversible to ion $i$ has a potential relative to its solution containing $(RT/z_iF)\ln a_i$, which shifts by $+(RT/F)\theta$. In a complete cell the two shifts cancel. The cell voltage is measurable, but its division into electrode and junction parts needs a convention.

With Davies coefficients along the straight path, $E=-33.78$ mV. The correction is small here because the ionic strengths of the bulks are close, 0.1269 and 0.1395 M, and $I$ varies linearly between them.

Complexes may also re-equilibrate within the layer. Reactions conserve charge, so the zero-current condition still holds, but the free-ion path bends. Mixing the total components linearly and restoring local equilibrium, with activity gradients left out of the transport, gives $-33.75$ mV.

## 8. Mobility, relaxation and current

**Mobility.** A moving ion is slowed by its oppositely charged atmosphere, which drags solvent backwards. If the atmosphere acts as a sphere of radius $a+1/\kappa_D$, where $1/\kappa_D$ is the screening length and $a$ the ion size, balancing electrical force against Stokes drag gives

$$\delta u_i=\frac{|z_i|e\kappa_D}{6\pi\eta(1+\kappa_Da)} .$$

With viscosity $\eta=0.89$ mPa s, relative permittivity 78.4 and $a=0.4$ nm, the mobility in L falls from 36 to 35.2 for H⁺ and from 5.5 to 3.98 for Cu²⁺, in $10^{-4}$ cm²/(V s). Using the lowered mobilities for both drift and diffusion gives $E=-37.22$ mV. Protons supply 30% of $S_L$ but 86% of $S_R$, so slowing the other ions lowers $S_L$ by a larger fraction and raises $S_R/S_L$. This estimate omits the distortion of the atmosphere and coupling between ion fluxes. Combining it with activity gradients and re-equilibration gives $-37.01$ mV.

**Relaxation.** A composition disturbance $\sin(\pi x/L_x)$ decays at the rate $\pi^2D/L_x^2$. The copper diffusion coefficient, $7.07\times10^{-6}$ cm²/s, gives a time of about 140 s. This is an estimate for straight pores: the field couples the ions, and tortuous pores lengthen the time. If the bulk compositions are maintained, the layer approaches a steady profile. With complexation frozen and no convection, that profile gives $-32.86$ mV, 1.0 mV from the Henderson value.

**Current.** Let $j$ be the current density, positive towards R. Summing the charge fluxes gives

$$j=F\sum_i z_iJ_i=-RTA'-FS\phi',$$

so $\phi'=-(RT/F)A'/S-j/\kappa$ with conductivity $\kappa=FS$. For composition linear in $x$, the shift in $E$ is

$$-j\int_0^{L_x}\frac{dx}{\kappa}=-jL_x\frac{\ln(\kappa_R/\kappa_L)}{\kappa_R-\kappa_L}.$$

The conductivities 0.0115 and 0.0485 S/cm give 3.88 ohm cm² of liquid cross-section, for straight pores. With this linear composition held fixed, a leakage current of 0.26 mA/cm² shifts $E$ by 1 mV in magnitude. A sustained current also alters the composition profile, which changes the shift somewhat.

**Neutrality.** A curved potential requires a space charge, by Poisson's equation. Inside a layer with a linear profile it is at most $1.3\times10^{-11}$ of the summed magnitudes of ionic charge, a fraction that scales as $L_x^{-2}$. The ends carry more, because there the field, $(RT/F)\Delta A/(S_LL_x)\approx75$ V/m at the L end, must fall to zero in the uniform bulk. If the end is rounded over a width $w$, the fraction there scales as $1/(L_xw)$: about $2\times10^{-10}$ for $w=10$ µm and about $2\times10^{-6}$ when $w$ is the screening length. Neutrality is thus an excellent approximation at 1 mm but would fail in a layer approaching the screening length.

## 9. Reading the result in a plating line

The rinse composition represents a diluted low-acid, copper-rich bath. The Davies equation is unreliable in a bath holding several tenths molar copper or more, so the present numbers should not be transferred to such a bath. With the ion size chosen above, lowering the mobilities moves this example by 3.4 mV, or 10% of the Henderson value, about as much as the detour in composition. Leaving that artificial detour aside, the zero-current estimates made here for the original bulks at 298.15 K lie between $-31.6$ and $-37.2$ mV. This spread shows the effect of the modelling choices; it is not a full error bound. Charged pore walls, chloride and organic additives are not included. Warming by 10 K changes $E$ by $-1.1$ mV through $RT/F$ alone, with mobilities and speciation held fixed.

Suppose a reference electrode in the acid dip is used to read a metal electrode in the rinse. With $\phi_M$ and $\phi_{\rm ref}$ the potentials of the two electrodes, the reading is

$$\phi_M-\phi_{\rm ref}=(\phi_M-\phi_L)-(\phi_{\rm ref}-\phi_R)-E .$$

Because $E$ is negative, the junction makes the reading about 34 mV more positive in the Henderson model. That offset must be treated separately from the electrode's own potential. The numerical output collects the main values used here; the others follow from the formulas and inputs given.

## Computed results

```
temperature 298.15 K; RT/F = 25.693 mV
L totals: CuSO4 0.050 M, H2SO4 0.010 M
R totals: CuSO4 0.000 M, H2SO4 0.100 M
K_acid 0.010 M; K_pair 200 1/M (rough)
ion: mobility cm2/(V s); free concentration L, R in M
  H+      3.60e-03; 0.00992, 0.11975
  Cu2+    5.50e-04; 0.02928, 0.00000
  HSO4-   5.00e-04; 0.01008, 0.08025
  SO4 2-  8.00e-04; 0.02920, 0.01975
neutral CuSO4 pair in L: 0.02072 M
ionic strength L, R: 0.1269, 0.1395 M
A_L, A_R: 2.3411e-05, 3.7517e-04 M cm2/(V s)
S_L, S_R: 1.1966e-04, 5.0282e-04 M cm2/(V s)
delta A / delta S = 0.9181
ln(S_R/S_L) = 1.4355
Henderson phi_R-phi_L = -33.86 mV
from ion fluxes, straight mixing: -33.86 mV
from ion fluxes, non-monotonic mixing: -33.86 mV
detour through composition c_L+c_R: -30.54 mV
full dissociation assumed: -31.59 mV
one-path test, H+/SO4 2- salt: -30.07 mV
one-path test, 0.1 M HCl to 0.1 M KCl: 26.75 mV
potential with one neglected effect restored:
  activity gradients (Davies): -33.78 mV
  complexes re-equilibrate: -33.75 mV
  mobilities lowered: -37.22 mV
  these three together: -37.01 mV
  steady profile, frozen complexes: -32.86 mV
lowered mobility in L, H+ and Cu2+: 3.52e-03, 3.98e-04 cm2/(V s)
separator thickness: 1.0 mm
conductivity L, R: 0.0115, 0.0485 S/cm
area resistance: 3.883 ohm cm2
current density for 1 mV ohmic shift: 0.258 mA/cm2
Cu2+ diffusion coefficient: 7.07e-06 cm2/s
relaxation time estimate from Cu2+: 143 s
largest space charge / total ion charge: 1.3e-11
change for +10 K through RT/F only: -1.14 mV
```
